# Why Hellmann-Feynman Forces Are Exact Slopes of Underconverged Plane-Wave Energies: verification in Python

```python
"""Result under test: at fixed cell, fixed plane-wave list and fixed FFT grid, the
self-consistent Hellmann-Feynman force F = -(partial E/partial R at frozen orbital
coefficients) equals -dE/dR of the underconverged energy, at any cutoff.
Symbols: R atom positions, q = k+G plane-wave vectors, c coefficients, rho density,
M FFT points per cell edge, vol cell volume. Internal units: hartree and bohr.
System: two-atom silicon cell, LDA, GTH-PADE pseudopotential.
"""
from types import SimpleNamespace as Box
import numpy as np
from scipy import constants as sc
from scipy.fft import fftn, ifftn
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erf, erfc, expit, gamma, spherical_jn, xlogy
from pyscf.data.elements import MASSES
from pyscf.dft import libxc
from pyscf.pbc import gto as pbcgto

HA = sc.physical_constants['Hartree energy in eV'][0]
BOHR = sc.physical_constants['Bohr radius'][0] * 1e10
FORCE = HA / BOHR                                  # hartree/bohr -> eV/angstrom
GPA = HA * sc.e / (BOHR * 1e-10)**3 / 1e9          # hartree/bohr^3 -> GPa
PI = np.pi
FTOL = 1e-6                                       # hartree/bohr, finite differences
XC = 'lda,vwn'

a0 = 5.43 / BOHR
FCC = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2
shift = a0 * np.array([0.03, 0.05, 0.02])          # keeps atoms off grid points
R_ideal = np.array([shift, shift + a0 / 4])
u = np.array([0.10, -0.05, 0.03]) / BOHR
R0 = R_ideal + np.array([np.zeros(3), u])

cell = pbcgto.Cell()
cell.unit, cell.a, cell.verbose = 'B', a0 * FCC, 0
cell.atom = [['Si', tuple(R0[0])], ['Si', tuple(R0[1])]]
cell.basis, cell.pseudo = 'gth-szv', 'gth-pade'
cell.build(dump_input=False, parse_arg=False)
pp = next(iter(cell._pseudo.values()))
Z, rloc, c1 = float(sum(pp[0])), pp[1], pp[3][0]
assert pp[2] == 1 and pp[4] == 2 and pp[5][1] == 2 and pp[6][1] == 1
r_s, r_p = pp[5][0], pp[6][0]
h_s = np.array(pp[5][2], float).reshape(2, 2)
h_s = np.triu(h_s) + np.triu(h_s, 1).T
h_nl = np.zeros((5, 5))
h_nl[:2, :2] = h_s
h_nl[2:, 2:] = np.eye(3) * float(np.ravel(pp[6][2])[0])


def local_form(g2):
    """Fourier integral of the local pseudopotential; finite part at G = 0."""
    e = np.exp(-g2 * rloc**2 / 2)
    short = (2 * PI)**1.5 * rloc**3 * c1 * e
    safe = np.where(g2 > 1e-12, g2, 1.0)
    return short + np.where(g2 > 1e-12, -4 * PI * Z * e / safe, 2 * PI * Z * rloc**2)


def projectors(q, R):
    """Fourier integrals of two s and three p projectors centred at R."""
    q2 = (q**2).sum(1)
    es = np.exp(-q2 * r_s**2 / 2) * r_s**1.5 * PI**1.25 / np.sqrt(4 * PI)
    s1 = 4 * np.sqrt(2) * es
    s2 = 8 * np.sqrt(2 / 15) * (3 - q2 * r_s**2) * es
    p = 8 / np.sqrt(3) * r_p**2.5 * PI**1.25 * np.exp(-q2 * r_p**2 / 2)
    p = -1j * q * (p * np.sqrt(3 / (4 * PI)))[:, None]
    return np.column_stack([s1, s2, p]) * np.exp(-1j * q @ R)[:, None]


def make_system(a, ecut, nk=2, M=None, lists=None):
    """Plane-wave lists and grid; they depend on the cell and never on R."""
    A = a * FCC
    B = 2 * PI * np.linalg.inv(A).T
    t = (np.arange(nk) + 0.5) / nk - 0.5
    ks = [np.array([x, y, z]) for x in t if x > 0 for y in t for z in t]
    w = np.arange(-8, 9)
    cand = np.array(np.meshgrid(w, w, w, indexing='ij')).reshape(3, -1).T
    if lists is None:
        lists = [cand[(((cand + k) @ B)**2).sum(1) / 2 <= ecut] for k in ks]
    if M is None:
        M = 2 * max(int(np.ptp(m, axis=0).max()) for m in lists) + 1
    assert M % 2 == 1
    flat = np.array([M * M, M, 1])
    f = np.rint(np.fft.fftfreq(M) * M)
    G = np.array(np.meshgrid(f, f, f, indexing='ij')).reshape(3, -1).T @ B
    return Box(A=A, B=B, vol=abs(np.linalg.det(A)), M=M, lists=lists, G=G,
               G2=(G**2).sum(1), q=[(m + k) @ B for m, k in zip(lists, ks)],
               idx=[(m % M) @ flat for m in lists],
               dif=[((m[:, None] - m[None]) % M) @ flat for m in lists],
               weight=1 / len(ks), npw=np.mean([len(m) for m in lists]))


def ewald(s, R, eta=0.5):
    w = np.arange(-3, 4)
    T = np.array(np.meshgrid(w, w, w)).reshape(3, -1).T @ s.A
    E = -eta / np.sqrt(PI) * 2 * Z**2 - PI * (2 * Z)**2 / (2 * s.vol * eta**2)
    F = np.zeros((2, 3))
    for i in range(2):
        for j in range(2):
            d = R[i] - R[j] + T
            r = np.sqrt((d**2).sum(1))
            d, r = d[r > 1e-8], r[r > 1e-8]
            E += 0.5 * Z**2 * (erfc(eta * r) / r).sum()
            g = erfc(eta * r) / r**2 + 2 * eta / np.sqrt(PI) * np.exp(-(eta * r)**2) / r
            F[i] += Z**2 * (g / r) @ d
    w = np.arange(-7, 8)
    G = np.array(np.meshgrid(w, w, w)).reshape(3, -1).T @ s.B
    G = G[(G**2).sum(1) > 1e-8]
    g2 = (G**2).sum(1)
    k = 2 * PI / s.vol * np.exp(-g2 / (4 * eta**2)) / g2
    ph = Z * np.exp(-1j * G @ R.T)
    S = ph.sum(1)
    E += (k * abs(S)**2).sum()
    for i in range(2):
        F[i] -= 2 * np.real((k * S.conj() * -1j * ph[:, i]) @ G)
    return E, F


def place_ions(s, R):
    vat = [local_form(s.G2) / s.vol * np.exp(-1j * s.G @ x) for x in R]
    beta = [[projectors(q, x) / np.sqrt(s.vol) for x in R] for q in s.q]
    fixed = [np.diag((q**2).sum(1) / 2) + sum(b @ h_nl @ b.conj().T for b in bb)
             for q, bb in zip(s.q, beta)]
    return Box(vat=vat, beta=beta, fixed=fixed, ew=ewald(s, R))


def field(s, ion, rho, xc):
    """Effective potential on the grid and the density-dependent energy."""
    n3 = s.M**3
    rg = fftn(rho).ravel() / n3
    vh = np.where(s.G2 > 1e-12, 4 * PI * rg / np.where(s.G2 > 1e-12, s.G2, 1), 0)
    vl = ion.vat[0] + ion.vat[1]
    exc, vxc = libxc.eval_xc(xc, rho.ravel(), spin=0, deriv=1)[:2]
    E = s.vol * np.real(np.vdot(rg, vl + vh / 2))
    E += s.vol / n3 * (exc * rho.ravel()).sum()
    v = np.real(ifftn((vh + vl).reshape(rho.shape))) * n3
    return v + np.reshape(vxc[0], rho.shape), E, rg


def solve(s, ion, rho, kT=0.0, basis=None, xc=XC):
    """Diagonalize once in the potential of rho, in all plane waves or in a subspace."""
    v = fftn(field(s, ion, rho, xc)[0]).ravel() / s.M**3
    H = [f + v[d] for f, d in zip(ion.fixed, s.dif)]
    eps, cs, ys = [], [], []
    for i, h in enumerate(H):
        if basis is not None:
            b = basis[i]
            e, y = eigh(b.conj().T @ h @ b, b.conj().T @ b, subset_by_index=[0, 4])
            c = b @ y
        elif kT > 0:
            e, c = eigh(h)
            y = None
        else:
            e, c = eigh(h, subset_by_index=[0, 4])
            y = None
        eps.append(e)
        cs.append(c)
        ys.append(y)
    mts = 0.0
    if kT > 0:
        def excess(mu):
            return sum(2 * s.weight * expit((mu - e) / kT).sum() for e in eps) - 2 * Z
        mu = brentq(excess, -5, 5, xtol=1e-15, rtol=1e-14)
        occ = [2 * s.weight * expit((mu - e) / kT) for e in eps]
        for e in eps:
            f, g = expit((mu - e) / kT), expit((e - mu) / kT)
            mts += 2 * s.weight * kT * (xlogy(f, f) + xlogy(g, g)).sum()
    else:
        occ = [2 * s.weight * np.array([1., 1, 1, 1, 0]) for _ in eps]
    return Box(cs=cs, occ=occ, eps=eps, ys=ys, H=H, mts=mts)


def density(s, cs, occ):
    M, rho = s.M, 0
    for c, o, ix in zip(cs, occ, s.idx):
        work = np.zeros((c.shape[1], M**3), complex)
        work[:, ix] = c.T
        psi = ifftn(work.reshape(-1, M, M, M), axes=(1, 2, 3)) * M**3
        rho = rho + np.tensordot(o, abs(psi)**2, 1) / s.vol
    return rho


def evaluate(s, ion, cs, occ, xc=XC):
    """Energy functional of given orbitals, and its explicit derivative in R."""
    rho = density(s, cs, occ)
    _, E, rg = field(s, ion, rho, xc)
    E += ion.ew[0]
    F = ion.ew[1].copy()
    for a in range(2):
        F[a] -= s.vol * np.real((rg.conj() * -1j * ion.vat[a]) @ s.G)
    for c, o, q, bb in zip(cs, occ, s.q, ion.beta):
        E += o @ ((q**2).sum(1) / 2 @ abs(c)**2)
        for a, b in enumerate(bb):
            P = b.conj().T @ c
            hP = h_nl @ P
            E += np.real(P.conj() * hP).sum(0) @ o
            for x in range(3):
                dP = b.conj().T @ (1j * q[:, x, None] * c)
                F[a, x] -= 2 * np.real(dP.conj() * hP).sum(0) @ o
    return E, F, rho


def scf(s, R, rho0=None, kT=0.0, basis=None, xc=XC, tol=1e-9):
    ion = place_ions(s, R)
    rho = np.full((s.M,) * 3, 2 * Z / s.vol) if rho0 is None else rho0.copy()
    X, D = [], []
    for it in range(1, 101):
        sol = solve(s, ion, rho, kT, basis, xc)
        res = density(s, sol.cs, sol.occ) - rho
        if abs(res).mean() * s.vol < tol:
            break
        X, D = (X + [rho.ravel()])[-8:], (D + [res.ravel()])[-8:]
        new = X[-1] + 0.7 * D[-1]
        if len(X) > 1:
            dX, dD = np.diff(X, axis=0).T, np.diff(D, axis=0).T
            size = np.linalg.norm(dD, axis=0)
            g = np.linalg.lstsq(dD / size, D[-1], rcond=None)[0] / size
            new = new - (dX + 0.7 * dD) @ g
        rho = new.reshape(rho.shape)
    else:
        raise AssertionError('self-consistency not reached')
    E, F, out = evaluate(s, ion, sol.cs, sol.occ, xc)
    return Box(E=E, A=E + sol.mts, F=F, rho=out, sol=sol, ion=ion, it=it)


def slope(energy_at, R, D, h=5e-4):
    """Minus the central-difference derivative along the displacement pattern D."""
    return -(np.asarray(energy_at(R + h * D)) - np.asarray(energy_at(R - h * D))) / (2 * h)


def resample(rho, M):
    old = len(rho)
    f = np.arange(old) - old // 2
    new = np.zeros((M,) * 3, complex)
    new[np.ix_(f % M, f % M, f % M)] = (fftn(rho) / old**3)[np.ix_(f % old, f % old, f % old)]
    return np.real(ifftn(new)) * M**3


# Pseudopotential transforms against radial quadrature; Ewald sum against PySCF.
r = np.linspace(1e-6, 12, 12001)
qt = 1.3


def radial(l, fun):
    return 4 * PI * np.trapezoid(r**2 * spherical_jn(l, qt * r) * fun, r) \
        if hasattr(np, 'trapezoid') else 4 * PI * np.trapz(r**2 * spherical_jn(l, qt * r) * fun, r)


def proj_r(l, i, rl):
    n = l + (4 * i - 1) / 2
    return np.sqrt(2) * r**(l + 2 * i - 2) * np.exp(-r**2 / (2 * rl**2)) / (rl**n * np.sqrt(gamma(n)))


row = projectors(np.array([[qt, 0, 0]]), np.zeros(3))[0]
y0, y1 = np.sqrt(1 / (4 * PI)), np.sqrt(3 / (4 * PI))
assert abs(row[0] - y0 * radial(0, proj_r(0, 1, r_s))) < 1e-5
assert abs(row[1] - y0 * radial(0, proj_r(0, 2, r_s))) < 1e-5
assert abs(1j * row[2] - y1 * radial(1, proj_r(1, 1, r_p))) < 1e-5
v_short = Z / r * (1 - erf(r / (np.sqrt(2) * rloc))) + c1 * np.exp(-r**2 / (2 * rloc**2))
assert abs(local_form(np.array([qt**2]))[0] + 4 * PI * Z / qt**2 - radial(0, v_short)) < 1e-4

X2 = np.array([[0, 0, 0], [1., 0, 0]])             # move atom 2 along x
runs, systems, fd = {}, {}, {}
last = None
for ev in (80, 120, 160, 260):
    s = systems[ev] = make_system(a0, ev / HA)
    start = None if last is None else resample(last, s.M)
    g = runs[ev] = scf(s, R0, start, tol=1e-9 if ev < 260 else 1e-6)
    last = g.rho
    if ev < 260:
        fd[ev] = slope(lambda R: scf(s, R, g.rho).E, R0, X2)
        assert abs(fd[ev] - g.F[1, 0]) < FTOL
s, g, ref = systems[80], runs[80], runs[260]
assert abs(g.ion.ew[0] - cell.energy_nuc()) < 1e-6
assert runs[80].E > runs[120].E > runs[160].E > ref.E
assert np.linalg.norm(g.F[1] - ref.F[1]) > 20 * FTOL
gap = min(e[4] for e in g.sol.eps) - max(e[3] for e in g.sol.eps)
assert gap > 0
D = np.random.default_rng(4).normal(size=(2, 3))
general = slope(lambda R: scf(s, R, g.rho).E, R0, D)
assert abs(general - (g.F * D).sum()) < 5 * FTOL

print(f"lattice constant {a0*BOHR:.2f} A; displacement {np.round(u*BOHR, 3)} A")
print(f"k-points used {len(s.q)} (time reversal); gap on mesh at 80 eV {gap*HA:.3f} eV")
for ev, g_ in runs.items():
    print(f"cutoff {ev} eV: mean plane waves {systems[ev].npw:.1f}, grid {systems[ev].M}^3, "
          f"E - E(260) = {(g_.E-ref.E)*HA:.4f} eV/cell")
    print(f"   force on atom 2: {np.round(g_.F[1]*FORCE, 5)} eV/A")
    if ev in fd:
        print(f"   Fx by energy difference {fd[ev]*FORCE:.6f}, analytic {g_.F[1,0]*FORCE:.6f} eV/A, "
              f"mismatch {abs(fd[ev]-g_.F[1,0])*FORCE:.1e}")
print(f"reference total energy at 260 eV: {ref.E*HA:.3f} eV/cell")
print(f"force vector error at 80 eV against 260 eV: {np.linalg.norm(g.F[1]-ref.F[1])*FORCE:.4f} eV/A")
print(f"random six-component direction, mismatch {abs(general-(g.F*D).sum())*FORCE:.1e} eV/A")

# Same eight Gaussians: frozen in space, or carried by the atoms.
alpha = 0.2


def gaussians(R):
    out = []
    for q in s.q:
        e = np.exp(-(q**2).sum(1) / (4 * alpha))[:, None]
        b = np.hstack([np.hstack([e, -1j * q * e]) * np.exp(-1j * q @ x)[:, None] for x in R])
        out.append(b / np.linalg.norm(b, axis=0))
    return out


B0 = gaussians(R0)
small = scf(s, R0, g.rho, basis=B0)
frozen = slope(lambda R: scf(s, R, small.rho, basis=B0).E, R0, X2)
moving = slope(lambda R: scf(s, R, small.rho, basis=gaussians(R)).E, R0, X2)
pulay = 0.0
for b, q, y, c, h, e, o in zip(B0, s.q, small.sol.ys, small.sol.cs, small.sol.H,
                               small.sol.eps, small.sol.occ):
    dc = (-1j * q[:, :1] * b[:, 4:]) @ y[4:]
    pulay -= 2 * np.real(dc.conj() * (h @ c - c * e)).sum(0) @ o
assert abs(frozen - small.F[1, 0]) < FTOL
assert abs(moving - small.F[1, 0]) > 100 * FTOL
assert abs(moving - small.F[1, 0] - pulay) < FTOL
# Atom-dependent phases on the plane waves leave their span, and hence E, unchanged.
phased = [np.diag(np.exp(-1j * q @ R0[1])) for q in s.q]
assert abs(scf(s, R0, g.rho, basis=phased).E - g.E) < 1e-9
print(f"eight Gaussians, exponent {alpha} bohr^-2: energy above 80 eV plane waves {(small.E-g.E)*HA:.3f} eV")
print(f"   Hellmann-Feynman Fx {small.F[1,0]*FORCE:.5f}; slope, frozen basis {frozen*FORCE:.5f} eV/A")
print(f"   slope, moving basis {moving*FORCE:.5f}; Pulay force {pulay*FORCE:.5f} eV/A")

# Density left over from the undisplaced crystal, mixed in with fraction lam.
stale = scf(s, R_ideal, g.rho).rho
err = {}
for lam in (1.0, 0.04, 0.02):
    one = solve(s, g.ion, g.rho + lam * (stale - g.rho))
    E1, F1, _ = evaluate(s, g.ion, one.cs, one.occ)
    err[lam] = (E1 - g.E, np.linalg.norm(F1 - g.F))
    assert err[lam][0] > 0
    print(f"stale density fraction {lam}: energy error {err[lam][0]*HA:.3e} eV, "
          f"force error {err[lam][1]*FORCE:.3e} eV/A")
ratio_E, ratio_F = (err[0.04][i] / err[0.02][i] for i in (0, 1))
assert abs(ratio_E - 4) < 0.2 and abs(ratio_F - 2) < 0.1
print(f"   halving the fraction divides them by {ratio_E:.3f} and {ratio_F:.3f}")

# Deliberately coarse grid: rigid translation changes the energy.
sc7 = make_system(a0, 80 / HA, M=7)
coarse = scf(sc7, R0)
XX = np.array([[1., 0, 0], [1., 0, 0]])
rigid = slope(lambda R: scf(sc7, R, coarse.rho).E, R0, XX)
net = coarse.F.sum(0)
assert abs(rigid - net[0]) < 2 * FTOL and np.linalg.norm(net) > 10 * FTOL
print(f"net force, grid {s.M}^3: {np.round(g.F.sum(0)*FORCE, 6)} eV/A")
print(f"net force, grid 7^3: {np.round(net*FORCE, 6)} eV/A; rigid-shift slope x {rigid*FORCE:.6f}")

# Fractional occupations: force belongs to the free energy.
kT = 1.0 / HA
hot = scf(s, R0, g.rho, kT=kT)


def both(R):
    t = scf(s, R, hot.rho, kT=kT)
    return t.E, t.A


dE, dA = slope(both, R0, X2)
assert abs(dA - hot.F[1, 0]) < FTOL and abs(dE - hot.F[1, 0]) > 20 * FTOL
print(f"smearing kT {kT*HA:.1f} eV: Fx {hot.F[1,0]*FORCE:.5f}, slope of A {dA*FORCE:.5f}, "
      f"slope of E {dE*FORCE:.5f} eV/A")

# Changing cell: fixed integer list against fixed cutoff.
Mbig = s.M + 6
base = scf(make_system(a0, 80 / HA, M=Mbig), R_ideal)


def at_scale(x, keep, relax=True):
    t = make_system(a0 * x, 80 / HA, M=Mbig, lists=s.lists if keep else None)
    if relax:
        return scf(t, R_ideal * x).E, t.vol, t.npw
    return evaluate(t, place_ions(t, R_ideal * x), base.sol.cs, base.sol.occ)[0], t.vol, t.npw


def pressure(d, keep, relax=True):
    hi, lo = at_scale(1 + d, keep, relax), at_scale(1 - d, keep, relax)
    return -(hi[0] - lo[0]) / (hi[1] - lo[1]), hi, lo


p_frozen = pressure(3e-4, True, False)[0]
p_list = pressure(3e-4, True)[0]
p_wide, hi_l, lo_l = pressure(0.04, True)
p_cut, hi_c, lo_c = pressure(0.04, False)
assert abs(p_frozen - p_list) * GPA < 0.01
assert hi_c[2] > s.npw > lo_c[2]
assert hi_c[0] < hi_l[0] and lo_c[0] > lo_l[0] and p_cut > p_wide
print(f"80 eV pressure, fixed list: frozen coefficients {p_frozen*GPA:.4f}, relaxed {p_list*GPA:.4f} GPa")
print(f"edge -4/+4 %: mean plane waves at fixed cutoff {lo_c[2]:.1f} / {hi_c[2]:.1f}, fixed list {s.npw:.1f}")
print(f"   mean pressure over that range: fixed list {p_wide*GPA:.2f}, fixed cutoff {p_cut*GPA:.2f} GPa")

# Sizes of neglected effects.
dense = scf(make_system(a0, 80 / HA, nk=4), R0, g.rho, tol=1e-7)
xonly = scf(s, R0, g.rho, xc='lda,')
print(f"force change, 4x4x4 for 2x2x2 k-mesh at 80 eV: {np.linalg.norm(dense.F[1]-g.F[1])*FORCE:.4f} eV/A")
print(f"force change, cutoff 160 to 260 eV: {np.linalg.norm(runs[160].F[1]-ref.F[1])*FORCE:.4f} eV/A")
print(f"force change, correlation dropped at 80 eV: {np.linalg.norm(xonly.F[1]-g.F[1])*FORCE:.4f} eV/A")
K = -(ref.F[1] @ u) / (u @ u)
assert K > 0
mu_red = MASSES[14] / 2 * sc.atomic_mass / sc.m_e
omega = np.sqrt(K / mu_red)
kT300 = sc.k * 300 / sc.e / HA
rms = np.sqrt(1 / (2 * mu_red * omega) / np.tanh(omega / (2 * kT300)))
zero = np.sqrt(1 / (2 * mu_red * omega))
print(f"harmonic estimate at 260 eV: spring {K*HA/BOHR**2:.3f} eV/A^2, quantum {omega*HA*1000:.2f} meV")
print(f"   relative motion per axis: zero-point {zero*BOHR:.4f} A, at 300 K {rms*BOHR:.4f} A")
print(f"   rms force per axis from that motion at 300 K: {K*rms*FORCE:.3f} eV/A")
print("done: every assertion held")
```

Printed output:

```
lattice constant 5.43 A; displacement [ 0.1  -0.05  0.03] A
k-points used 4 (time reversal); gap on mesh at 80 eV 2.078 eV
cutoff 80 eV: mean plane waves 62.8, grid 11^3, E - E(260) = 3.6530 eV/cell
   force on atom 2: [-1.32355  0.96636 -0.49622] eV/A
   Fx by energy difference -1.323549, analytic -1.323549 eV/A, mismatch 1.9e-08
cutoff 120 eV: mean plane waves 120.0, grid 13^3, E - E(260) = 1.8470 eV/cell
   force on atom 2: [-1.39202  0.93825 -0.50561] eV/A
   Fx by energy difference -1.392023, analytic -1.392024 eV/A, mismatch 4.6e-08
cutoff 160 eV: mean plane waves 184.5, grid 15^3, E - E(260) = 0.8617 eV/cell
   force on atom 2: [-1.5332   0.94435 -0.5894 ] eV/A
   Fx by energy difference -1.533196, analytic -1.533196 eV/A, mismatch 6.8e-08
cutoff 260 eV: mean plane waves 380.0, grid 19^3, E - E(260) = 0.0000 eV/cell
   force on atom 2: [-1.45261  0.9224  -0.56369] eV/A
reference total energy at 260 eV: -215.433 eV/cell
force vector error at 80 eV against 260 eV: 0.1521 eV/A
random six-component direction, mismatch 7.9e-06 eV/A
eight Gaussians, exponent 0.2 bohr^-2: energy above 80 eV plane waves 5.145 eV
   Hellmann-Feynman Fx -2.15799; slope, frozen basis -2.15799 eV/A
   slope, moving basis -1.82909; Pulay force 0.32889 eV/A
stale density fraction 1.0: energy error 9.851e-02 eV, force error 2.837e+00 eV/A
stale density fraction 0.04: energy error 1.553e-04 eV, force error 1.126e-01 eV/A
stale density fraction 0.02: energy error 3.881e-05 eV, force error 5.628e-02 eV/A
   halving the fraction divides them by 4.001 and 2.000
net force, grid 11^3: [ 8.40e-05 -5.10e-05 -1.13e-04] eV/A
net force, grid 7^3: [ 0.032607  0.010284 -0.033704] eV/A; rigid-shift slope x 0.032607
smearing kT 1.0 eV: Fx -0.86818, slope of A -0.86818, slope of E -1.28727 eV/A
80 eV pressure, fixed list: frozen coefficients -15.2556, relaxed -15.2556 GPa
edge -4/+4 %: mean plane waves at fixed cutoff 58.0 / 72.5, fixed list 62.8
   mean pressure over that range: fixed list -14.54, fixed cutoff -2.90 GPa
force change, 4x4x4 for 2x2x2 k-mesh at 80 eV: 0.2037 eV/A
force change, cutoff 160 to 260 eV: 0.0874 eV/A
force change, correlation dropped at 80 eV: 0.0018 eV/A
harmonic estimate at 260 eV: spring 15.544 eV/A^2, quantum 68.02 meV
   relative motion per axis: zero-point 0.0468 A, at 300 K 0.0503 A
   rms force per axis from that motion at 300 K: 0.781 eV/A
done: every assertion held
```
